# Does germanium wire growth below the eutectic prove solid gold?

**Question.** I grow germanium nanowires by chemical vapour deposition from gold particles at about 300 °C. The bulk Au–Ge eutectic lies near 360 °C, and after cooling I find crystalline gold at the wire tips. A colleague concludes that the catalyst was solid during growth. Is that valid? And why should it matter that I heated the sample above the eutectic first, if the growth temperature is the same?

**Answer.** The conclusion does not follow. The eutectic temperature tells you when a liquid can be in equilibrium with both bulk crystals. A growing wire is fed with germanium and is out of equilibrium. Two questions have to be separated: does gold gain free energy by crystallizing, and if so, can it form a nucleus in the time available?

### The free energy of the droplet

Let $x$ be the Ge atomic fraction in the liquid, and $g(x,T)$ its free energy per atom minus that of the same atoms in separate, pure bulk crystals. I use a simple solution model with constant fusion entropies:

$$
\begin{aligned}
g={}&(1-x)s_{\rm Au}(T_{\rm Au}-T)+x\,s_{\rm Ge}(T_{\rm Ge}-T)\\
&+kT[x\ln x+(1-x)\ln(1-x)]\\
&+x(1-x)[L_0+L_1(1-2x)].
\end{aligned}
$$

Here $T_{\rm Au}$ and $T_{\rm Ge}$ are the melting points, and $L_0,L_1$ describe the interaction in the liquid.

Let $D_{\rm Au}$ and $D_{\rm Ge}$ be the chemical potentials in the liquid minus those in the pure crystals. A positive value means that the crystal gains by taking an atom from the liquid. For $n=n_{\rm Au}+n_{\rm Ge}$ atoms the total is $n\,g(n_{\rm Ge}/n,T)$. Since $\partial x/\partial n_{\rm Au}=-x/n$ and $\partial x/\partial n_{\rm Ge}=(1-x)/n$,

$$
D_{\rm Au}=g-xg',\qquad D_{\rm Ge}=g+(1-x)g',
$$

where the prime means $\partial/\partial x$. Inserting $g$ gives

$$
D_{\rm Au}=s_{\rm Au}(T_{\rm Au}-T)+kT\ln(1-x)+x^2[L_0+L_1(3-4x)],
$$

$$
D_{\rm Ge}=s_{\rm Ge}(T_{\rm Ge}-T)+kT\ln x+(1-x)^2[L_0+L_1(1-4x)].
$$

At the eutectic point $(x_E,T_E)$ both vanish. These two conditions fix $L_0$ and $L_1$.

### More germanium makes gold harder to freeze

Differentiating at fixed temperature,

$$
\frac{\partial D_{\rm Au}}{\partial x}=-xg'',\qquad
\frac{\partial D_{\rm Ge}}{\partial x}=(1-x)g'' .
$$

Dividing one by the other gives

$$
dD_{\rm Au}=-\frac{x}{1-x}\,dD_{\rm Ge}.
$$

So the supersaturation that drives the wire's growth also lowers the drive for gold to crystallize. At a threshold $D_{\rm Ge}=D^*$, the gold drive reaches zero.

To find $D^*$ just below $T_E$, multiply the expressions for $D_{\rm Au}$ and $D_{\rm Ge}$ by $1-x$ and $x$ and add them. The terms in $g'$ cancel:

$$
(1-x)D_{\rm Au}+xD_{\rm Ge}=g.
$$

At the threshold composition $x^*$ this becomes $x^*D^*=g(x^*,T)$. At the eutectic, $g=0$, and $g'=D_{\rm Ge}-D_{\rm Au}=0$. The small shift from $x_E$ to $x^*$ therefore changes $g$ only at second order, while cooling changes it at first order:

$$
g(x^*,T)\simeq s_E(T_E-T),\qquad s_E=-\left.\frac{\partial g}{\partial T}\right|_{x_E,T_E}.
$$

Replacing $x^*$ by $x_E$ at the same order,

$$
D^*\simeq\frac{s_E(T_E-T)}{x_E},
$$

$$
s_E=(1-x_E)s_{\rm Au}+x_Es_{\rm Ge}-k[x_E\ln x_E+(1-x_E)\ln(1-x_E)].
$$

The threshold vanishes at $T_E$, as it must, and grows with undercooling.

### Which phase is stable at a given Ge potential?

Suppose the particle exchanges Ge with a source held at $D_{\rm Ge}$. Melting one gold atom into liquid of composition $x$ makes $1/(1-x)$ liquid atoms and takes $x/(1-x)$ Ge atoms from the source. The cost is

$$
C(x)=\frac{g-xD_{\rm Ge}}{1-x},\qquad
C'(x)=\frac{g+(1-x)g'-D_{\rm Ge}}{(1-x)^2}.
$$

The minimum is where the liquid's own Ge potential equals that of the source. Substituting $D_{\rm Ge}=g+(1-x)g'$ into the numerator gives

$$
g-xD_{\rm Ge}=(1-x)(g-xg'),
$$

so $C_{\min}=D_{\rm Au}$. Above the threshold this is negative, and the liquid catalyst is stable against pure crystalline gold even below the bulk eutectic. The comparison leaves out solids that contain Ge. Near the threshold, a crystal with 20 to 30% Ge would beat the liquid if its formation free energy were below roughly 10 meV per atom, and metastable Au–Ge crystals do occur in real catalysts. Below the threshold the solid catalyst is stable, but an existing liquid must still nucleate it.

### The barrier that keeps a droplet liquid

Take a cap-shaped gold nucleus of radius $r$ on a surface, with contact angle $\theta$. Its volume is $4\pi r^3f/3$, where

$$
f=\frac{(2+\cos\theta)(1-\cos\theta)^2}{4}.
$$

Its curved area is $2\pi r^2(1-\cos\theta)$. By Young's equation, the base, of area $\pi r^2(1-\cos^2\theta)$, contributes $-\gamma\cos\theta$ per unit area, where $\gamma$ is the gold crystal–liquid energy. The two surface terms add up to $4\pi r^2\gamma f$. With $\Omega$ the volume per gold atom,

$$
W(r)=f\left(4\pi r^2\gamma-\frac{4\pi r^3}{3\Omega}D_{\rm Au}\right).
$$

Setting $dW/dr=0$ gives $r_c=2\gamma\Omega/D_{\rm Au}$, and inserting this,

$$
W=\frac{4\pi}{3}f\gamma r_c^2=\frac{16\pi\gamma^3\Omega^2f}{3D_{\rm Au}^2}.
$$

I take the freezing rate as $\nu N e^{-W/kT}$, with attempt rate $\nu$ and $N$ sites. A droplet typically survives a time $t$ if $W/kT$ exceeds $\ln(\nu Nt)$.

### Numbers for growth at 575 K

The following are rough Au–Ge values: melting points 1340 and 1210 K, fusion entropies 0.10 and 0.32 meV/K per atom, $T_E=635$ K and $x_E=0.28$. They give $L_0=-247.5$ meV and $L_1=-224.7$ meV. The eutectic melting entropy is

$$
s_E=0.0720+0.0896+0.0511=0.2127\ \text{meV/K},
$$

the last term being that of mixing. For growth at 575 K (302 °C),

$$
D^*\simeq\frac{0.2127\times60}{0.28}=45.6\ \text{meV}.
$$

The full model gives 44.6 meV, so the first-order law is about 2% high relative to it.

Now choose $D_{\rm Ge}=30$ meV, which is below the threshold. The liquid then has $x=0.2844$, and

$$
D_{\rm Au}=76.5-16.6-53.9\simeq6.0\ \text{meV}.
$$

The terms are fusion, mixing and interaction. Gold would gain by freezing. With the supply off and $D_{\rm Ge}=0$, the gain is larger, 17.1 meV.

For the barrier I take $\gamma=0.13$ J/m², $\Omega=0.017$ nm³ and $\theta=55^\circ$, so $f=0.117$. With the supply off, $r_c=1.61$ nm and $W=20.9\,kT$. With it on, the barrier rises by the inverse square of the drive:

$$
20.9\left(\frac{17.09}{6.04}\right)^2\simeq167\quad\text{in units of }kT.
$$

For a droplet of radius $R=40$ nm I use $\nu=10^{12}$ s⁻¹ and one site per area $\Omega^{2/3}$ over the area of a hemisphere, so $N=2\pi R^2/\Omega^{2/3}=1.52\times10^5$. Counting only the flat end of the wire would halve $N$ and lower the barrier needed by just $0.7\,kT$. Survival for an hour needs about $47.8\,kT$. In this basic model the fed droplet is therefore metastable but long-lived.

### Why the earlier temperature matters

At fixed $D_{\rm Ge}=30$ meV, solid gold melts on heating at 595 K, whereas the liquid must be cooled to about 557 K to freeze within an hour. Your growth temperature lies between these limits. I followed several histories, with ramps of about 0.5 K/s and a final hour at 575 K and 30 meV. Solid gold was assumed to melt without a barrier.

- Liquid cooled directly from 675 K stays liquid.
- Liquid cooled to 525 K and then reheated ends solid.
- Solid heated from 475 K stays solid.
- Solid heated to 615 K and then cooled ends liquid.

The final temperature and Ge potential are the same in all four cases. The supply history matters too: in this basic model, one second at 575 K with the supply off and $D_{\rm Ge}$ already down to zero freezes the droplet, and restoring 30 meV does not melt it. A real droplet must first shed its excess Ge into the wire.

This also answers the point about your cooled sample. Crystalline gold at the tips is compatible with a catalyst that was liquid throughout growth and froze when the supply stopped or the temperature fell.

### How far this carries over to a real reactor

The temperature and radius are in the usual range for gold-catalysed Ge wires, and microscopy during growth has shown both liquid and solid catalysts below the eutectic. The value $D_{\rm Ge}=30$ meV is a choice, not a measurement. A reactor fixes gas pressure rather than $D_{\rm Ge}$, and solid and liquid particles may consume Ge at different rates. Equal pressure and temperature therefore do not guarantee the equal-potential comparison made above.

Capillarity is the next correction. A surface energy $\sigma$ raises the potential of an atom of volume $\Omega_i$ by $2\sigma\Omega_i/R$. I take rough values of 1.4 J/m² for solid gold and 1.0 J/m² for the liquid and the wire sidewall. At fixed liquid composition the gold drive then falls by 2.1 meV. For Ge, the liquid surface raises the potential in the droplet by 7.1 meV, and new sidewall costs the wire the same 7.1 meV, so the two cancel. For a particle in equilibrium with its wire, size alone therefore lowers the melting temperature by about $(1-x_E)\times2.1/s_E\simeq7$ K, to 628 K. Comparing the total energies of whole particles instead lowers this estimate by a further 5 to 10 K, depending on the shape taken for the solid. Neither estimate explains a liquid at 575 K.

If instead a source holds the total Ge potential at 30 meV, the pressure in the droplet supplies 7.1 meV of it and the liquid contains less Ge. By the relation between $dD_{\rm Au}$ and $dD_{\rm Ge}$, this raises the gold drive by about $0.39\times7.1\simeq2.7$ meV. The net capillary change for a particle that turns solid as a whole is then only about $+0.6$ meV.

The nucleation barrier is a different matter. A small nucleus inside the droplet leaves the outer surface liquid, so the 2.1 meV reduction does not apply to it. At a total Ge potential of 30 meV its drive is about 8.8 meV, and the barrier is about $79\,kT$.

After the supply is cut and the excess Ge has gone into the wire, size lowers the gain for the whole particle from 17.1 to 15.0 meV. The barrier for a nucleus inside the droplet stays near $21\,kT$, well below the roughly $40\,kT$ needed to survive one second, so with the chosen $\gamma$ and $\theta$ the droplet should still freeze. This needs a good nucleation site: freezing within a second fails for $\theta$ above about $67^\circ$ or $\gamma$ above about 0.16 J/m².

Three other omissions matter less when taken one at a time, but the second shows that they can add up:

- Suppose solid gold dissolves 3% Ge when in equilibrium with pure Ge. At 30 meV it then holds $0.03\,e^{D_{\rm Ge}/kT}$, which lowers its gold potential by $kT$ times this fraction, 2.7 meV. Refitting the liquid to the same eutectic takes back $0.03\,kT_E=1.6$ meV, so the gold drive rises by 1.1 meV. Together with the capillary change at fixed Ge potential this gives about $6.0+0.6+1.1=7.7$ meV for the whole particle, so the solid is still the stable phase. A nucleus inside the droplet takes the composition that maximizes its gain per atom, which is $D_{\rm Au}+kT\ln[1+0.03\,e^{(D_{\rm Ge}-D_{\rm Au})/kT}]$ with the refitted $D_{\rm Au}\simeq7.1$ meV and $D_{\rm Ge}\simeq23$ meV. This raises the drive from 8.8 to about 9.1 meV. The barrier, about $73\,kT$, still keeps the liquid metastable for more than an hour. These figures use 3% at both temperatures. If the solubility instead falls to about 2% at 575 K, the whole-particle rise nearly vanishes and the nucleus barrier is about $84\,kT$. Solubility also raises the threshold, to between 47 and 51 meV.
- If one bilayer crystallizes before the droplet is refilled, $D_{\rm Ge}$ drops to 23.6 meV, if every atom in the droplet is given the volume of a gold atom. The basic-model barrier is then $83.5\,kT$, still above the one-hour limit. With the droplet's pressure and the Ge solubility included as well, the barrier just after each bilayer falls to about 46 to $47\,kT$, depending on the volume given to a Ge atom in the droplet. Most of this fall comes from the pressure. The value is just below the one-hour limit, but it holds only briefly in each cycle. If the droplet then refills steadily until the next bilayer, it survives for about 2 to 12 hours, and longer if the solubility falls on cooling. The wide margin of the basic model is thus used up, and a slightly lower barrier or larger swings would end survival at 30 meV.
- A liquid–solid heat-capacity difference of 0.03 meV/K per atom lowers the threshold to 39.9 meV, still above the chosen supply.

The least certain part is the barrier, because it scales as $\gamma^3f$. A 10% change in $\gamma$ changes it by roughly 30%, and a more favourable nucleation site could remove the long lifetime. The opposite claim therefore fails as well: growth below the eutectic does not prove that the catalyst is liquid.

To settle the matter, identify the phase while the wire is growing, by imaging or diffraction. Then approach the same temperature from above and from below with the gas supply on. If the two approaches give different, persistent phases, you have direct evidence of history dependence under your reactor conditions. The numerical output below lists the basic-model values used here. Its size-corrected melting points, gold drives and lifetime leave out the effect of the droplet's pressure on Ge; use the estimates in the text above instead.

## Numbers as computed

```
Melting points Au, Ge: 1340, 1210 K
Fusion entropies Au, Ge: 0.10, 0.32 meV/K
Eutectic: 635 K, Ge fraction 0.28
Liquid L0, L1: -247.5, -224.7 meV
Growth: 575 K = 302 deg C
Thermal energy at growth: 49.55 meV
Ge supersaturation, supply on: 30.0 meV
Ge activity ratio: 1.83
Eutectic melting entropy: 0.2127 meV/K
Threshold, first-order law: 45.58 meV
Threshold, full model: 44.62 meV
Ge fraction at threshold: 0.3004
Ge fraction, supply off/on: 0.2544 / 0.2844
Au freezing drive, off/on: 17.09 / 6.04 meV
Droplet radius: 40 nm
Au atomic volume: 0.0170 nm^3
Ge atomic volume: 0.0226 nm^3
Au crystal-liquid energy: 0.13 J/m^2
Contact angle, factor: 55 deg, 0.1170
Attempt rate: 1.0e+12 1/s; sites: 1.52e+05
Waiting time: 3600 s
Barrier limit for this wait: 47.8 kT
Critical radius, supply off: 1.61 nm
Barrier, supply off: 20.9 kT
Critical radius, supply on: 4.57 nm
Barrier, supply on: 167.4 kT
Solid melts on heating, supply on: 594.9 K
Liquid freezes in wait, supply on: 556.5 K
Liquid freezes in wait, supply off: 596.5 K
Final liquid probability at the same T and Ge potential:
  cooled 675 to 575 K: 1.000
  cooled via 525 K: 0.000
  solid heated from 475 K: 0.000
  solid heated via 615 K: 1.000
  liquid, supply off 1 s: 0.000
Surface energies solid Au, liquid, wire: 1.4, 1.0, 1.0 J/m^2
Capillary cut in Au drive: 2.12 meV
Capillary Ge cost of wire: 7.05 meV
Melting point from size alone: 618.5 K
Melting point, supply and Au size: 588.0 K
Assumed Ge solubility in solid Au: 0.03
Solubility rise in Au drive: 1.08 meV
Corrected Au drive, supply on: 5.00 meV
Au drive, supply off with size: 12.52 meV
Lifetime, supply off with size: 5.4e-01 s
Bilayer height: 0.33 nm
Ge potential after one bilayer: 23.57 meV
Barrier after one bilayer: 83.5 kT
Assumed heat-capacity difference: 0.03 meV/K
Threshold with heat capacity: 39.94 meV
```
